# The D1 direct-implicit particle-in-cell field equation and its numerical susceptibility

## Result

**Theorem.** Let particles of species \(s\), with charge \(q_s\) and mass \(m_s\), be advanced by the D1 scheme with time step \(\Delta t\),
\[
\mathbf x_{n+1}=\mathbf x_n+\Delta t\,\mathbf v_{n+1/2},\qquad
\mathbf v_{n+1/2}=\mathbf v_{n-1/2}+\Delta t\,\bar{\mathbf a}_n, \tag{1}
\]
\[
\bar{\mathbf a}_n=\tfrac12\left(\bar{\mathbf a}_{n-1}+\mathbf a_{n+1}\right),\qquad
\mathbf a_{n+1}=\frac{q_s}{m_s}\mathbf E_{n+1}(\mathbf x_{n+1}). \tag{2}
\]
Let \(\tilde\rho_s\) be the charge density of species \(s\) at the positions predicted without the unknown field \(\mathbf E_{n+1}\), and let \(\tilde\rho=\sum_s\tilde\rho_s\). To first order in the displacements caused by \(\mathbf E_{n+1}\), Gauss's law at the new time is
\[
\nabla\cdot\left[(1+\chi)\mathbf E_{n+1}\right]=\frac{\tilde\rho}{\varepsilon_0},\qquad
\chi(\mathbf x)=\frac{\Delta t^2}{2}\sum_s\frac{q_s\tilde\rho_s(\mathbf x)}{m_s\varepsilon_0}=\frac{(\omega_p\Delta t)^2}{2}. \tag{3}
\]

**Assumptions.** The field is electrostatic, \(\mathbf E=-\nabla\phi\). There is no magnetic field, the motion is non-relativistic, and no collision or wall impact interrupts the push. Space is continuous and the particles are numerous enough to define smooth densities. On a grid, the particle weighting would also enter the operator in (3).

The last equality in (3) defines the local plasma frequency \(\omega_p(\mathbf x)\) from the predicted densities of all species. Each term is positive whatever the sign of the charge: for electrons of number density \(n\), \(q\tilde\rho/m=(-e)(-en)/m=e^2n/m\).

## Proof

**Lemma 1 (the filter).** The averaged acceleration weights the future acceleration by one half, and its weights are centred on time \(t_n\).

*Proof.* Substituting the first relation of (2) into itself \(J\) times gives
\[
\bar{\mathbf a}_n=\sum_{j=0}^{J}2^{-(j+1)}\mathbf a_{n+1-j}+2^{-(J+1)}\bar{\mathbf a}_{n-J-1}.
\]
For a long bounded history the last term vanishes. The weights sum to \(\tfrac12+\tfrac14+\dots=1\). Since \(\sum_j j\,2^{-(j+1)}=1\), their mean time index is \(n+1-1=n\). \(\square\)

The scheme therefore uses future information without a first-order time shift of the force.

**Lemma 2 (prediction and correction).** The new position is \(\mathbf x_{n+1}=\tilde{\mathbf x}+\delta\mathbf x\), where
\[
\tilde{\mathbf x}=\mathbf x_n+\Delta t\,\mathbf v_{n-1/2}+\frac{\Delta t^2}{2}\bar{\mathbf a}_{n-1},\qquad
\delta\mathbf x=\frac{\Delta t^2}{2}\frac{q_s}{m_s}\mathbf E_{n+1}(\mathbf x_{n+1}). \tag{4}
\]

*Proof.* Insert the velocity update into the position update, and then insert (2):
\[
\mathbf x_{n+1}=\mathbf x_n+\Delta t\,\mathbf v_{n-1/2}+\Delta t^2\,\bar{\mathbf a}_n
=\mathbf x_n+\Delta t\,\mathbf v_{n-1/2}+\frac{\Delta t^2}{2}\bar{\mathbf a}_{n-1}+\frac{\Delta t^2}{2}\mathbf a_{n+1}.
\]
The first three terms are known before the field solve; the last is \(\delta\mathbf x\). \(\square\)

Two powers of \(\Delta t\) come from turning acceleration into velocity and velocity into position. The factor one half is the filter weight of the future acceleration.

**Lemma 3 (charge moved by the future field).** To first order in \(\delta\mathbf x\),
\[
\rho_{n+1}=\tilde\rho-\nabla\cdot(\varepsilon_0\chi\mathbf E_{n+1}). \tag{5}
\]

*Proof.* Let \(g(\mathbf x)\) be a smooth function that vanishes near the boundary. Summing over particles \(i\),
\[
\int\rho_{n+1}\,g\,d^3x=\sum_i q_i\,g(\tilde{\mathbf x}_i+\delta\mathbf x_i)
=\sum_i q_i\left[g(\tilde{\mathbf x}_i)+\delta\mathbf x_i\cdot\nabla g(\tilde{\mathbf x}_i)\right]+O(\delta x^2).
\]
In the correction, the field may be evaluated at the predicted position, because
\[
\mathbf E(\tilde{\mathbf x}+\delta\mathbf x)=\mathbf E(\tilde{\mathbf x})+(\delta\mathbf x\cdot\nabla)\mathbf E+\dots,
\]
and the second term, once multiplied by the field-driven displacement factor, is of second order. All particles of one species at one place then have the same displacement. Their sum becomes
\[
\sum_i q_i\,\delta\mathbf x_i\cdot\nabla g(\tilde{\mathbf x}_i)
=\int\sum_s\tilde\rho_s\frac{\Delta t^2q_s}{2m_s}\mathbf E_{n+1}\cdot\nabla g\,d^3x
=\int\varepsilon_0\chi\mathbf E_{n+1}\cdot\nabla g\,d^3x.
\]
Integration by parts moves the derivative and changes the sign; the boundary term vanishes with \(g\). Since \(g\) is arbitrary, (5) follows. \(\square\)

**Proof of the theorem.** Insert (5) into \(\varepsilon_0\nabla\cdot\mathbf E_{n+1}=\rho_{n+1}\):
\[
\varepsilon_0\nabla\cdot\mathbf E_{n+1}=\tilde\rho-\nabla\cdot(\varepsilon_0\chi\mathbf E_{n+1}).
\]
Moving the last term to the left and dividing by \(\varepsilon_0\) gives (3). \(\square\)

**Remark (meaning of the susceptibility).** The vector \(\varepsilon_0\chi\mathbf E_{n+1}\) is the dipole moment per volume created when the future field displaces the particles during one step. Let \(\tilde{\mathbf E}\) be the field of \(\tilde\rho\) with \(\chi=0\). For periodic or grounded boundaries, (3) gives \(\int(1+\chi)E_{n+1}^2\,d^3x=\int\mathbf E_{n+1}\cdot\tilde{\mathbf E}\,d^3x\). By the Cauchy–Schwarz inequality, the total field energy is then no larger than that of \(\tilde{\mathbf E}\). The charge imbalance itself need not shrink everywhere when \(\chi\) varies in space. The susceptibility is a property of the time integration, not the physical dielectric response at some frequency. As \(\Delta t\to0\), \(\chi\to0\) and the ordinary Gauss law returns. In a uniform plasma the field of a given predicted charge is reduced by the factor \(1+\chi\), since the plasma is allowed to respond before the field is fixed. Regions with few electrons, such as sheaths, can make the reduction much weaker.

## One dimension and the limit of linearisation

In one periodic dimension choose \(D\) with \(D'=\tilde\rho/\varepsilon_0\). Integrating (3) once gives
\[
E=\frac{D+C}{1+\chi},\qquad
C=-\frac{\langle D/(1+\chi)\rangle}{\langle1/(1+\chi)\rangle}, \tag{6}
\]
where angle brackets denote a spatial mean. The constant \(C\) enforces \(\langle E\rangle=0\), as a periodic potential requires. When \(\chi\) varies in space it must stay inside the divergence; dividing \(\tilde\rho\) by \(1+\chi\) point by point would omit the term \(E\,\chi'\).

Equation (6) was tested against a field found without linearising the particle displacements. The test used \(\omega_p\Delta t=2.82\) at the mean electron density, a 40% density modulation, and mobile ions only four times heavier than electrons, so that their contribution mattered. With a charge perturbation whose first harmonic was 0.02 of the mean density and whose second was half as large, the largest difference was 0.141% of the peak nonlinear field. Halving the perturbation halved this relative difference, to 0.071%, so the absolute difference fell by a factor of about 4.0, as a second-order error should. With \(\chi\) doubled, the error at the smaller perturbation was 45.8%. This distinguishes the factor one half from one.

**Proposition 1 (size of the neglected terms).** In one dimension, the relative compression of the electrons by the correction has magnitude
\[
p=\left|\frac{\partial\,\delta x}{\partial x}\right|
\simeq\frac{\Delta t^2}{2}\frac{e}{m_e}\frac{|\rho_{n+1}|}{\varepsilon_0}
=\chi_e\frac{|\rho_{n+1}|}{en}. \tag{7}
\]

*Proof.* Differentiate \(\delta x\) in (4) and use \(\partial E/\partial x=\rho_{n+1}/\varepsilon_0\). Multiplying and dividing by \(en\) gives the final form, with \(\chi_e=e^2n\Delta t^2/(2\varepsilon_0m_e)\). \(\square\)

Linearisation requires \(p\ll1\), and also a displacement small compared with the distance over which field and density vary. A large \(\chi\) is therefore acceptable in a nearly neutral plasma. In an ion sheath with few electrons, \(|\rho_{n+1}|\simeq en_i\), and \(p\) becomes \(e^2n_i\Delta t^2/(2\varepsilon_0m_e)\), which does not benefit from neutrality.

The consequence can be seen for a fixed sheath field \(E=en_ix/\varepsilon_0\), with \(x\) measured from its zero. The implicit position satisfies \(x=\tilde x-px\), so \(x=\tilde x/(1+p)\). Evaluating the force at \(\tilde x\) gives \((1-p)\tilde x\) instead. The ratio of the approximate to the implicit position is \((1-p)(1+p)=1-p^2\).

## Cold-plasma oscillations

**Proposition 2.** For small oscillations of cold electrons against uniform, immobile ions, let the amplitude be multiplied by \(z\) in each step and let \(W=\omega_p\Delta t\). Then
\[
(2z-1)(z-1)^2+W^2z^3=0, \tag{8}
\]
and all three roots satisfy \(|z|<1\) for every \(W>0\).

*Proof.* Let \(\xi\) be the electron displacement and \(\tilde\xi\) its predicted value. The electron density changes by \(-n\,\partial_x\tilde\xi\), so \(\tilde\rho=en\,\partial_x\tilde\xi\). Equation (3) gives
\[
E_{n+1}=\frac{en}{\varepsilon_0}\frac{\tilde\xi}{1+\chi},\qquad
a_{n+1}=-\frac{\omega_p^2\tilde\xi}{1+\chi}.
\]
The corrected displacement is
\[
\xi_{n+1}=\tilde\xi+\frac{\Delta t^2}{2}a_{n+1}
=\tilde\xi\left(1-\frac{\chi}{1+\chi}\right)=\frac{\tilde\xi}{1+\chi}.
\]
Hence \(a_{n+1}=-\omega_p^2\xi_{n+1}\): the field equation supplies the restoring force at the new position.

Subtracting successive position updates gives \(\xi_{n+1}-2\xi_n+\xi_{n-1}=\Delta t^2\bar a_n\). Let every quantity vary as \(z^n\). The filter gives \(\bar a=\tfrac12(\bar a/z+az)\), or
\[
\frac{\bar a}{a}=\frac{z^2}{2z-1}. \tag{9}
\]
The position equation is then
\[
\frac{(z-1)^2}{z}=-W^2\frac{z^2}{2z-1},
\]
and multiplication by \(z(2z-1)\) gives (8).

For stability, look for a root \(z=e^{-i\theta}\) on the unit circle. There \((z-1)^2/z=-4\sin^2(\theta/2)\), so the last equation requires
\[
W^2=4\sin^2(\theta/2)\left(2e^{i\theta}-e^{2i\theta}\right).
\]
For a non-zero prefactor, the imaginary part of the bracket must vanish:
\[
2\sin\theta-\sin2\theta=2\sin\theta(1-\cos\theta)=0.
\]
This leaves \(\theta=\pi\), where \(W^2=-12\), which is impossible. A vanishing prefactor means \(W=0\). No root can therefore cross the unit circle at positive \(W\). Expanded, (8) reads
\[
(2+W^2)z^3-5z^2+4z-1=0.
\]
As \(W\to\infty\), division by \(2+W^2\) shows that all roots tend to zero. The roots depend continuously on \(W\), so they lie inside the circle for every \(W>0\). \(\square\)

**Small steps.** Put \(z=e^s\). Then
\[
\frac{(z-1)^2}{z}=s^2+\frac{s^4}{12}+\dots,\qquad
\frac{z^2}{2z-1}=1+s^2-s^3+O(s^4).
\]
The second expansion follows by writing \(u=z-1=s+s^2/2+\dots\) in \(1+u^2/(1+2u)\). Equating the two sides gives
\[
s^2=-W^2\left(1+\tfrac{11}{12}s^2-s^3+O(s^4)\right).
\]
Take the root near \(s=iW\), and use \(s^2\simeq-W^2\) and \(s^3\simeq-iW^3\) in the corrections:
\[
s\simeq i\left(W-\tfrac{11}{24}W^3\right)-\tfrac12W^4. \tag{10}
\]
The frequency relative to \(\omega_p\) is \(1-11W^2/24\), and the damping rate relative to \(\omega_p\) is \(W^3/2\). At \(W=0.02\), the roots of (8) gave coefficients 0.4579 and 0.4992, against \(11/24=0.4583\) and \(0.5\).

**Comparison with explicit leapfrog.** If \(\bar a_n\) is replaced by \(a_n=-\omega_p^2\xi_n\), the amplitude factor obeys \(z^2-(2-W^2)z+1=0\). The discriminant is \(W^2(W^2-4)\). For \(0<W<2\) the roots are a complex pair of modulus one. For \(W>2\) they are real, distinct and have product one, so one lies outside the unit circle.

## A capacitive radio-frequency discharge

Take electron density \(10^{10}\ \mathrm{cm^{-3}}\), electron temperature 3 eV, frequency 13.56 MHz, gas pressure 20 mTorr and a 25 mm gap. These are rough typical values for a low-pressure capacitive etch reactor. The time step is 0.5 ns and the cell width is 0.5 mm. Then
\[
W=(5.6415\times10^9\ \mathrm{s^{-1}})(0.500\times10^{-9}\ \mathrm s)=2.821,\qquad
\chi=\frac{W^2}{2}=3.978.
\]

Suppose the prediction leaves a sinusoidal charge density of amplitude 1% of \(en\), with wavelength 10 mm. Gauss's law without the susceptibility gives a field amplitude of 28.80 V/cm. For this small modulation \(\chi\) can be taken as uniform, and
\[
E=\frac{28.80\ \mathrm{V/cm}}{1+3.978}=5.785\ \mathrm{V/cm}.
\]
This field displaces electrons by up to 12.7 µm. Multiplication by \(k=2\pi/(10\ \mathrm{mm})\) gives a density change of 0.799%. The remaining imbalance is \(1.000\%-0.799\%=0.201\%\). Moving the particles and applying Gauss's law again gives 5.785 V/cm, which confirms the balance. The linearisation parameter is \(p=3.978\times0.00201=0.0080\).

The explicit limit is 0.3545 ns, below the chosen step. In a particle test of a cold oscillation, explicit leapfrog multiplied the amplitude by \(-5.78\) per step. The D1 simulation reproduced the three roots of (8); the largest modulus was 0.584. Stability has thus been obtained by strongly damping the plasma oscillation, not by following it accurately.

The radio-frequency motion is much slower: its phase advances by \(\theta=0.0426\) rad per step. Setting \(s=-i\theta\) in the expansion of (9) gives \(\bar a/a\simeq1-\theta^2-i\theta^3\), a constant reduction of the force amplitude by about 0.18%, not a loss that accumulates at each step. There are 147 steps per radio-frequency period, compared with 2080 if \(\omega_p\Delta t=0.2\). This is a ratio of step counts, not of computing times.

**Remark (a physical oscillation can be lost).** Consider a uniform electron slab between grounded plates a distance \(L\) apart, with uniform ions filling the gap and total sheath width \(s_0\). Shift the slab by \(X\), so that the sheath widths are \(\ell=s_0/2+X\) and \(r=s_0/2-X\). If \(E_b\) is the bulk field, zero voltage between the plates requires
\[
E_bL-\frac{en}{2\varepsilon_0}(\ell^2-r^2)=0.
\]
Because \(\ell^2-r^2=2s_0X\), the bulk field is \(E_b=(en/\varepsilon_0)(s_0/L)X\). The slab therefore oscillates at \(\omega_p\sqrt{s_0/L}\), the series resonance.

The linearised field equation preserves this restoring force. For predicted shift \(\tilde X\), the same voltage condition with \((1+\chi)E\) continuous at the slab edges gives
\[
E_b=\frac{en}{\varepsilon_0}\frac{s_0\tilde X}{L+\chi s_0},\qquad
X=\tilde X-\chi\frac{\varepsilon_0E_b}{en}=\frac{L\tilde X}{L+\chi s_0}.
\]
Eliminating \(\tilde X\) recovers the previous expression for \(E_b\). Equation (8) therefore applies with \(W\) replaced by \(W\sqrt{s_0/L}\).

For \(s_0=5\) mm this product is \(2.821\sqrt{0.2}=1.26\). D1 keeps 85% of the amplitude per step and 45% over one true resonance period. The ideal slab has no damping. Here the rough collision probability is 0.037 per electron per step. Treated as a friction rate \(\nu\), it would reduce a weakly damped oscillator by \(e^{-\nu\Delta t/2}\), or about 2% per step, far less than the numerical 15%. If series-resonance currents or their heating matter, this step is too long even though the calculation is stable.

**Comparison with a real reactor.** The worked field assumed a uniform bulk, but a real discharge has sheaths. For an illustrative sheath ion density of \(10^9\ \mathrm{cm^{-3}}\), \(p=0.398\); the fixed-field estimate above then gives a position error of \(p^2\simeq16\%\) for a single correction, relative to the implicit position. The force itself, evaluated at \(\tilde x=(1+p)x\), is too large by \(p\simeq40\%\), and the filter carries this into later steps. For an electron entering this field from its zero, the position error is about 34% after the second step. At 200 V/cm an electron correction is 0.44 mm, nearly one cell. Iterating the displaced charge, with \(\chi\) kept in each field solve, can remove this linearisation error, but not the numerical damping of the electron motion in the sheath field. Without \(\chi\), each iteration in a uniform plasma multiplies the error by \(-\chi\), so the iteration diverges where \(\chi>1\). Accurate sheath electrons therefore need a shorter step. In the bulk, ions of 40 u add only \(5.5\times10^{-5}\) to \(\chi\). Collisions applied between pushes change the predicted densities, and through them the value of \(\chi\), but not the form of (3).

Other limits concern the surrounding model. The Debye length is 0.13 mm, smaller than a cell, and a thermal electron travels 0.73 cell per step; the continuous-space theorem does not determine the resulting grid heating or cooling. For the 10 mm disturbance, \(kv_{\rm th}\Delta t=0.23\), with \(v_{\rm th}=\sqrt{k_BT_e/m_e}\), so the cold-plasma roots are only a rough guide: in linear theory with Maxwellian electrons, the slowest decay factor is about 0.68 per step instead of 0.584. A field of 50 µT turns an electron by 0.0044 rad per step, but a deliberately magnetised reactor needs a tensor response. The vacuum wavelength, 22 m, greatly exceeds the gap, but the electrode width matters too, and the plasma and sheaths shorten the wavelength along the electrodes. The collisionless skin depth is 53 mm, and collisions make it somewhat longer. Wide electrodes may therefore need an electromagnetic treatment. The numerical output below lists most of the values used here.

## Calculated quantities

```
electron density = 1.00e+10 cm^-3
electron temperature = 3.0 eV
radio frequency = 13.56 MHz
gas pressure = 20 mTorr at 300 K
gap = 25.0 mm, both sheaths = 5.0 mm
cell width = 0.50 mm
ion mass = 40 u
time step = 0.500 ns
plasma frequency = 5.6415e+09 rad/s
explicit step limit = 0.3545 ns
W = omega_p*dt = 2.8207 (no unit)
susceptibility chi = 3.9783 (no unit)
steps per radio-frequency period = 147.5
same at omega_p*dt = 0.2: 2080 steps
test ion/electron mass ratio = 4.0
field error, perturbation 0.02 = 0.141 %
field error, perturbation 0.01 = 0.071 %
absolute error ratio on halving = 4.005
field error with doubled chi = 45.8 %
root 1: particles 0.10366-0.57434j, cubic 0.10366-0.57434j
root 2: particles 0.10366+0.57434j, cubic 0.10366+0.57434j
root 3: particles 0.29487+0.00000j, cubic 0.29487+0.00000j
largest D1 modulus per step = 0.5836
largest root difference = 2.3e-09
explicit factor: particles -5.7836
explicit factor: formula -5.7836
largest modulus, W from 0.1 to 1000 = 0.999952
frequency coefficient at W=0.02 = 0.4579
damping coefficient at W=0.02 = 0.4992
radio-frequency phase per step = 0.04260 rad
filter amplitude loss there = 0.1810 %
charge wavelength = 10.0 mm
predicted charge imbalance = 1.000 %
unscreened field amplitude = 28.799 V/cm
implicit field amplitude = 5.785 V/cm
field from moved particles = 5.785 V/cm
electron displacement amplitude = 12.718 um
remaining charge imbalance = 0.2009 %
bulk linearisation parameter = 0.00799
sheath field = 200 V/cm
sheath electron displacement = 0.440 mm
sheath ion density = 1.0e+09 cm^-3
sheath linearisation parameter = 0.398
Debye length = 0.1288 mm
thermal travel per step = 0.3632 mm
thermal travel / cell = 0.726
k * thermal travel = 0.228, k*cell = 0.314
rough collision cross section = 1.0e-15 cm^2
collisions per electron per step = 0.0373
ion susceptibility = 5.46e-05
gyration angle at 50 uT = 0.00440 rad
vacuum wavelength = 22.11 m
collisionless skin depth = 53.14 mm
slab restoring factor from Poisson = 0.2000
series resonance phase per step = 1.2615 rad
series amplitude kept per step = 0.8529
series amplitude kept per true period = 0.4526
```
